Low-Frequency Resonance of a Heavy Impurity in a Debye Lattice

Replace one atom of a crystal by a much heavier one held by the same interatomic forces. A heavy mass on a spring oscillates slowly, so one expects the impurity to have a low frequency of its own. But the crystal already has sound waves at every low frequency, and the impurity can shake its neighbours and send its energy away along them. Its motion therefore cannot be a stationary vibration confined to the defect. The question is whether a recognizable oscillation survives, at what frequency, and for how long.

Let the host be harmonic, with one atom of mass M per primitive cell. The impurity has mass M′ = M(1 + λ) with λ > 0, and the force constants are unchanged. Its site has cubic symmetry. Collect all displacements in a vector u, let Φ be the force-constant matrix, and let D = Φ/M, whose eigenvalues are the squared host frequencies ω_s². The unit vector |0⟩ denotes displacement of the impurity site along one cubic axis. Cubic symmetry makes the response of this site to a force on it parallel to the force, so the three directions can be treated separately.

Apply a force f exp(−iωt) to the impurity along this axis. With all displacements varying as exp(−iωt), Newton's equations are

Φu − Mω²u − λMω²|0⟩u₀ = f|0⟩,

where u₀ = ⟨0|u⟩ and the third term is the inertia of the excess mass. Dividing by −M and moving that term to the right gives

(ω² − D)u = −[λω²u₀ + f/M] |0⟩.

The host Green function at the site is

G(ω) = ⟨0|(ω² − D)⁻¹|0⟩ = ∫ g(ν) dν / (ω² − ν²),

with g(ν) = Σ_s |⟨0|s⟩|² δ(ν − ω_s), where |s⟩ are the normalized host modes. Because all host sites and the three axes are equivalent, g is the host density of states per atom and per polarization, and ∫g dν = 1. Inverting ω² − D and projecting on |0⟩ gives u₀ = −G(λω²u₀ + f/M), hence

u₀ = −(f/M) G / (1 + λω²G).  (1)

For a causal response ω is given a vanishing positive imaginary part. Then 1/(ω² − ν² + i0) equals its principal value minus iπδ(ω² − ν²), and for positive frequencies δ(ω² − ν²) = δ(ν − ω)/(2ω). So

G = R − iπg(ω)/(2ω),  R(ω) = P∫ g(ν) dν / (ω² − ν²).  (2)

We need the spectrum of the impurity's own motion. In the coordinates √(M_l) u_l the crystal with the impurity has orthonormal modes e_s with frequencies Ω_s. Define

g_imp(ω) = Σ_s |⟨0|e_s⟩|² δ(ω − Ω_s).

This function has a direct meaning. If the impurity alone is displaced by a and released from rest, each mode evolves as cos Ω_s t, and projecting back on the impurity gives

u₀(t) = a ∫ g_imp(ω) cos ωt dω.  (3)

Expanding the forced response in the same modes gives u₀ = −(f/M′)G_imp, where G_imp is built from g_imp as G is from g. Comparison with (1) yields

G_imp = (1 + λ) G / (1 + λω²G).

For real c, the imaginary part of G/(1 + cG) = G(1 + cG*)/|1 + cG|² is Im G/|1 + cG|², since c|G|² is real. With Im G_imp = −πg_imp/(2ω) and equation (2),

g_imp(ω) = (1 + λ) g(ω) / {[1 + λω²R]² + [πλωg(ω)/2]²}.  (4)

This holds within the band for any λ > 0. Above the band every denominator ω² − ν² is positive, so G > 0 and 1 + λω²G cannot vanish: a heavier atom creates no localized mode there. All of its spectrum lies in the band, and completeness of the modes gives ∫g_imp dω = 1.

In the Debye lattice g(ω) = 3ω²/ω_D³ for ω < ω_D and zero above. To find R, write ν²/(ω² − ν²) = −1 + ω²/(ω² − ν²). The remaining integral has the antiderivative (1/2ω) ln|(ω + ν)/(ω − ν)|, which vanishes at ν = 0. The contributions from the two edges of a small symmetric gap around ν = ω cancel, so

P∫₀^ω_D dν/(ω² − ν²) = (1/2ω) ln[(ω_D + ω)/(ω_D − ω)] = (1/ω) artanh x,  x = ω/ω_D.

Therefore

R = (3/ω_D³)[−ω_D + ω artanh x] = −(3/ω_D²)(1 − x artanh x).  (5)

At low frequency R is negative, and the first bracket in (4) can vanish. The condition is

3λx²(1 − x artanh x) = 1.  (6)

For large λ there is a root at small x, where x artanh x = x² + x⁴/3 + … is negligible. Thus

x₀² = 1/(3λ),  ω₀ = ω_D/√(3λ).  (7)

Near this frequency 1 + λω²R ≈ 1 − ω²/ω₀² ≈ −2(ω − ω₀)/ω₀. Setting ω = ω₀ in the slowly varying factors of (4), and multiplying numerator and denominator by ω₀²/4, we obtain

g_imp ≈ (1 + λ) g(ω₀) (ω₀²/4) / [(ω − ω₀)² + (Γ/2)²],

Γ = (π/2) λω₀² g(ω₀).  (8)

This is a Lorentzian whose full width at half maximum is Γ. Equation (7) gives λω₀² = ω_D²/3, so the impurity mass drops out of the prefactor:

Γ = (π/6) ω_D² g(ω₀) = (π/2) ω₀²/ω_D.  (9)

The width is proportional to the host density of states at the resonance. A heavier impurity is damped more slowly because it oscillates where there are fewer host modes. The relative width

Γ/ω₀ = (π/2)x₀ = (π/2)/√(3λ)

falls only as the inverse square root of the excess mass.

The integral of the Lorentzian factor over all ω is 2π/Γ, so the area of the peak is (1 + λ)πg(ω₀)ω₀²/(2Γ) = (1 + λ)/λ. This tends to one: at leading order the resonance carries the whole motion of the impurity. Inserting the Lorentzian in (3) gives

u₀(t) ≈ a exp(−Γt/2) cos ω₀t.

The energy of the oscillation decays as exp(−Γt), with lifetime 1/Γ.

The size of the neglected terms follows from a symmetry of (4). Put x = x₀u. Since 3λ = 1/x₀², the two brackets become

1 − u²(1 − x₀u artanh x₀u)  and  (π/2)x₀u³,

and the numerator is proportional to u². The shape, as a function of u, thus depends on x₀ through x₀² alone. Now measure position within the peak by y, with u = 1 + x₀y. Reversing the signs of both x₀ and y leaves u and the shape unchanged. The peak position y is therefore odd in x₀ and starts at order x₀, which shifts u by order x₀². The two half-height points exchange roles with reversed sign, so their separation in y is even in x₀. Both the peak frequency and the width in (7) and (9) thus have relative corrections of order x₀² = 1/(3λ), although the line itself is skewed at order x₀.

At that order "the resonance frequency" depends on its definition. Equation (6) gives x² ≈ x₀²(1 + x₀²), so the zero of the real part lies at x ≈ x₀(1 + x₀²/2), above ω₀. Another definition uses the complex frequency at which the denominator of (1) vanishes. With z = ω/ω_D, the function

G = −(3/ω_D²)[1 − z artanh z + iπz/2]

reproduces (2) and (5) on the real axis inside the band and is analytic for |z| < 1, so it continues the causal G below the real axis. Its resonance condition is

z²(1 + iπz/2 − z² + …) = x₀².

Taking the root and expanding to second order in z,

z = x₀[1 − iπz/4 + z²/2 − (3π²/32)z² + …].

The last term is (3/8)(iπz/2)². The first approximation is z = x₀ − iπx₀²/4, that is, ω = ω₀ − iΓ/2 with the Γ of (9), which agrees with the decay law. Putting it back, the term −iπz/4 contributes −π²x₀²/16 to the real part in the bracket, and

Re z ≈ x₀[1 + (1/2 − 5π²/32)x₀²] ≈ x₀(1 − 1.04x₀²).

The pole lies below ω₀ while the zero of the real part lies above it. They merge only as λ grows.

The same result has a mechanical reading that does not need the Debye form. In a three-dimensional host g ∝ ν² at low frequency, so

m = ∫ g(ν)ν⁻² dν

is finite, and R → −m as ω → 0. A static force then displaces a host atom by fm/M, so the lattice acts as a spring of constant K = M/m. Solving (1) for the force gives f = −(M/G)u₀ − λMω²u₀. With G ≈ −m − iπg/(2ω) and the second term small,

f ≈ [K − (M′ − M)ω² − iωη] u₀,  η = Kπg(ω)/(2mω²).

This is a damped oscillator. At this order its mass is the excess mass M′ − M. The inertia of the host site lies in the frequency dependence of M/G, which the approximation drops. In the Debye lattice, expanding −M/G = (Mω_D²/3)/(1 − x artanh x + iπx/2) to order x² gives the real part K − (π²/4 − 1)Mω²/3, an added mass of about 0.49M, smaller than M′ − M by a factor of order 1/λ. The friction coefficient η accounts for the energy carried away by the waves launched into the host. The frequency and the energy decay rate η/(M′ − M), evaluated at ω₀, are

ω₀² = K/(M′ − M) = 1/(λm),  Γ = πg(ω₀)/(2m).  (10)

In the Debye lattice m = 3/ω_D², so K = Mω_D²/3 and η = πMω_D/6, a friction independent of frequency, and (10) reduces to (7) and (9). Writing M′ in place of M′ − M would change ω₀ by a relative 1/(2λ), which is of the order already neglected.

Equation (10) requires ω₀ to be low enough for R ≈ −m and g to vary little across the peak. It fails in one and two dimensions, where g ∝ ν^(d−1), with d the dimension, makes m diverge. It also shows what "proportional to the density of states" means when hosts are compared: Γ follows g(ω₀)/m, and m is an average over the whole band.

A moderately heavy atom need not satisfy these conditions. The left side of (6) is zero at x = 0 and negative near x = 1, so it reaches one only if λ is large enough; numerically the threshold is λ ≈ 1.575. This is the threshold for roots of (6), not for a maximum of (4): at λ = 1.5 the spectrum g_imp already has a maximum near x = 0.41, and at λ = 1.6 the roots lie at x = 0.59 and 0.66 while the maximum is near 0.40. Above it there is also a second root at higher frequency, where the real part vanishes but the damping is too strong for a resonance, as the example below shows. For a light impurity, λ < 0, the product λω²R is positive wherever R is negative, and the low-frequency root is absent.

Take round model parameters, ħω_D = 30 meV and M′/M = 10, so λ = 9. The dynamics is classical, and ħ serves only to state frequencies as energies. Equation (7) gives

x₀ = 1/√27 = 0.1925,  ħω₀ = 0.19245 × 30 meV = 5.77 meV (46.6 cm⁻¹).

The host density there is ω_D g(ω₀) = 3/27 = 0.1111, and (9) gives

Γ/ω_D = (π/6) × 0.1111 = 0.0582,  ħΓ = 1.75 meV (14.1 cm⁻¹).

With ω_D = 4.558 × 10¹³ rad/s, the energy lifetime at this leading order is 1/Γ = 0.377 ps; the complex pole, with −2 Im z = 0.0543, gives 0.404 ps. The ratio ω₀/Γ = 3.3 describes a clear but strongly damped oscillation.

The full spectrum (4) peaks at 5.62 meV with a width of 1.63 meV, respectively 2.6% and 6.7% below the leading values. At the peak the impurity's spectral density is 117 times that of a host atom. About 97% of its spectrum lies below ω_D/2, against 12.5% for the host. The real part vanishes at x = 0.196 and the pole has Re x = 0.186, on opposite sides of x₀ as derived. The second root of (6) is at x = 0.819. There the damping term is (3π/2)λx³ ≈ 23, so (4) gives g_imp/g = 10/23.3² ≈ 0.018, a strong suppression instead of a peak. At λ = 300 the peak position and width are within 0.1% and 0.3% of (7) and (9).

The numerical check tests these results numerically. Diagonalizing a Debye host discretized into 1000 modes, with the heavy atom (λ = 9) in it, reproduces the motion (3) computed from (4) for ω_D t up to 100, with a largest difference of 4 × 10⁻⁷ of the initial displacement. This is a discretization error; with 300 modes it is 4 × 10⁻⁶.

A second test separates the role of g from that of the mass. With λ fixed at 60, the Debye density below ω_D/2 is multiplied by 0.5, 1 or 2, and the rest of the band is rescaled to keep the total at one. The decay rates found from the motion are 0.00696, 0.00863 and 0.00845 in units of ω_D; equation (10) predicts 0.00707, 0.00873 and 0.00855. Doubling the low-frequency density does not raise the width here. It also softens the lattice: from m = 1/(λω₀²), the three values of mω_D² are 2.36, 3.00 and 4.29. The softer spring lowers ω₀, which limits the gain in g(ω₀), and the larger m in the denominator of (10) outweighs what remains.

The last test integrates the motion of a kicked heavy atom in a simple cubic lattice with one displacement per site and nearest-neighbour springs. With mass, spring constant and lattice spacing set to one, the sound speed is one. Counting waves, 4πω²dω/(2π)³, gives g ≈ ω²/(2π²) at low frequency, and the lattice has m = 0.2527. For λ = 40, equation (10) predicts ω₀ = 0.3145 and Γ = 0.0311; the motion gives 0.3120 and 0.0305. For λ = 80 the measured width is 0.0154, about half as large, as Γ ∝ ω₀² ∝ 1/λ requires.

This lattice also shows a limit of the Debye description. A Debye frequency chosen to match the sound speed reproduces g at low frequency but gives 3/ω_D² = 0.1975 in place of m. Equation (7) then yields ω₀ = 0.356 for λ = 40, about 14% above the measured value. The width is further off: with this ω₀ and 0.1975 in place of m, equation (10) gives Γ ≈ 0.051, against the measured 0.0305. The density g(ω₀) is set by the long waves that carry energy away, whereas m involves the whole band and enters both the frequency and the width. The Debye lattice describes both with the single parameter ω_D; in another host, g(ω₀) and m have to be known separately. These results describe a pure mass defect in a harmonic crystal. Changes of the force constants around a real substitutional atom and anharmonic damping are left out, so (10) should not be read as a prediction for a real impurity unless both are small.

Values computed for the example and the checks

```
WORKED EXAMPLE (model parameters)
hbar*omega_D = 30.0 meV
omega_D = 4.5578e+13 rad/s
mass ratio M_imp/M_host = 10.0; lam = 9.0
leading omega_0/omega_D = 0.19245
leading Gamma/omega_D = 0.05818
leading hbar*omega_0 = 5.774 meV = 46.57 cm^-1
leading hbar*Gamma = 1.745 meV = 14.08 cm^-1
leading energy lifetime 1/Gamma = 0.3771 ps
leading omega_0/Gamma = 3.308
host omega_D*g(omega_0) = 0.11111
lower real-part root x = 0.19632
true peak x = 0.18749; energy 5.625 meV
true FWHM/omega_D = 0.05427; energy 1.628 meV
pole: Re x = 0.18558, -2 Im x = 0.05434
g_imp/g at peak = 117.23
upper real-part root x = 0.81896
g_imp/g at upper root = 0.01843
impurity weight below omega_D/2 = 0.9686
host weight below omega_D/2 = 0.1250
threshold lam for real-part roots = 1.5750
norm of impurity spectrum = 1.000000
max motion error, modes vs formula = 3.7e-07
APPROACH TO LEADING LAWS (ratios to leading value)
lam | root | peak | FWHM | Re pole | -2 Im pole
9 | 1.0201 | 0.9742 | 0.9328 | 0.9643 | 0.9341
30 | 1.0057 | 0.9920 | 0.9789 | 0.9887 | 0.9791
100 | 1.0017 | 0.9976 | 0.9936 | 0.9966 | 0.9936
300 | 1.0006 | 0.9992 | 0.9979 | 0.9988 | 0.9979
CHANGED HOST DENSITY BELOW omega_D/2 (lam = 60)
factor | omega_D*g(w0) | w0 pred, meas | Gamma pred, meas (omega_D)
0.5 | 0.01061 | 0.08409, 0.08370 | 0.007068, 0.006956
1.0 | 0.01667 | 0.07454, 0.07411 | 0.008727, 0.008634
2.0 | 0.02333 | 0.06236, 0.06190 | 0.008552, 0.008453
SIMPLE CUBIC LATTICE, frequencies in sqrt(spring/mass)
lattice average of omega^-2 = 0.25273
Debye value from sound speed = 0.19746
lam | w0 pred, meas | Gamma pred, meas | w0 from sound speed
40 | 0.31451, 0.31196 | 0.03115, 0.03051 | 0.35582
80 | 0.22240, 0.22149 | 0.01557, 0.01541 | 0.25160
```
